# Complex band structure from principal-layer blocks with singular coupling, part 1

(Sections cited here and not found follow in the second part.)

The shortest way to continue a wave function from one layer of a crystal to the next fails for as plain a lattice as the honeycomb. If layer $n$ carries the coefficient vector $c_n$, the layer equation $B^\dagger c_{n-1}+Ac_n+Bc_{n+1}=0$ invites the step $c_{n+1}=-B^{-1}(Ac_n+B^\dagger c_{n-1})$. But $B^{-1}$ does not exist whenever some combination of orbitals in a layer has no bond to the next layer. Dividing by the intralayer block $A$ instead fails at each level of the isolated layer, which may lie inside a band. A method that avoids both inverses is derived here, with two rules to go with it: how growing and decaying solutions pair, which can expose a missing or wrong root, and which Bloch waves a surface may use.

## Conventions

Hartree atomic units are used. The wave vector along the layers is real and fixed. Each principal layer has $N$ orbitals and is thick enough that Hamiltonian and overlap connect neighbouring layers and no further. With $H_{00}$, $S_{00}$ Hermitian, $H_{10}=H_{01}^\dagger$, $S_{10}=S_{01}^\dagger$ and real energy $E$, row $n$ of $(H-ES)c=0$ is the layer equation with

$$A=H_{00}-ES_{00}=A^\dagger,\qquad B=H_{01}-ES_{01}.$$

The trial form $c_n=\lambda^n\phi$, with $\lambda=e^{i\mathbf k\cdot\mathbf a}$ and $\mathbf a$ the layer translation, gives after division by $\lambda^{n-1}$

$$Q(\lambda)\phi=0,\qquad Q(\lambda)=B^\dagger+\lambda A+\lambda^2B .$$

We also use $P(\lambda)=Q/\lambda=A+\lambda B+B^\dagger/\lambda$. On the unit circle $\lambda=e^{i\theta}$ it equals $H(\theta)-ES(\theta)$, the Hermitian Bloch matrix, and $S(\theta)$ is assumed positive definite. Roots with $|\lambda|=1$ are Bloch waves; roots with $|\lambda|<1$ decay towards large $n$.

## Two orbitals by hand

Take a honeycomb lattice with bond length $d$, cut into zigzag chains. Each layer has a site $a$ with energy $+\Delta$ and a site $b$ with energy $-\Delta$; bonds have hopping $t$ and overlap $s$, so each bond enters $H-ES$ as $\tau=t-Es$. Site $a$ has two neighbours $b$ in its own chain, one period apart, which add to $f=1+e^{iq}$ for the parallel phase $q$. The third bond joins $b$ in layer $n$ to $a$ in layer $n+1$. In the order $(a,b)$,

$$A=\begin{pmatrix}\Delta-E&\tau f\\ \tau f^*&-\Delta-E\end{pmatrix},\qquad B=\begin{pmatrix}0&0\\ \tau&0\end{pmatrix}.$$

Here $N=2$ and $B$ has rank $r=1$. The off-diagonal elements of $P$ are $\tau(f+1/\lambda)$ and $\tau(f^*+\lambda)$, so

$$\det P=E^2-\Delta^2-\tau^2\left(1+|f|^2+f\lambda+f^*/\lambda\right).$$

With $w=(E^2-\Delta^2)/\tau^2-1-|f|^2$, multiplication by $\lambda^2$ gives

$$\det Q=-\tau^2\left(f^*\lambda-w\lambda^2+f\lambda^3\right).$$

A full-rank $B$ would give degree $2N=4$. Here the constant term vanishes, so $\lambda=0$ is a root, and the quartic term vanishes, which counts as a root at infinity. The coefficients of $\lambda$ and $\lambda^3$ are complex conjugates, and the middle one is real.

For $0\le q<\pi$, $f=|f|e^{iq/2}$ with $|f|=2\cos(q/2)$. Setting $\lambda=e^{-iq/2}\mu$ turns $f\lambda+f^*/\lambda=w$ into

$$\mu+1/\mu=x,\qquad x=w/|f|,\qquad \mu=\tfrac{x}{2}\pm\sqrt{\tfrac{x^2}{4}-1}.$$

The phase is geometric: successive chains are shifted by half a period along the chain and by $a_\perp=3d/2$ across it, so $\mu=e^{ik_\perp a_\perp}$. For $|x|>2$ both $\mu$ are real with $\mu_1\mu_2=1$, hence $\lambda_1^*\lambda_2=1$ while $\lambda_1\lambda_2=e^{-iq}$. The partner of $\lambda$ is $1/\lambda^*$ and not $1/\lambda$.

Round model parameters are $\Delta=0.05$ Ha, $t=-0.1$ Ha, $s=0.1$, $d=3$ bohr, $a_\perp=4.5$ bohr, $q=0.8\pi$, so $f=0.190983+0.587785i$ and $|f|=0.618034$. The eigenvalues of $S(\theta)$ are $1\pm s|f+e^{-i\theta}|\ge1-3s>0$. At $E=0.02$ Ha (0.5442 eV), $\tau=-0.102$ Ha and

$$x=\frac{(0.02^2-0.05^2)/0.102^2-1-0.618034^2}{0.618034}=-2.562661,$$

so $\mu=-0.480201$ and $-2.082459$, and

$$\lambda_{\rm in}=-0.148390+0.456699i,\qquad\lambda_{\rm out}=-0.643515+1.980536i .$$

One finds $\lambda_{\rm in}^*\lambda_{\rm out}=1.000000$ and $\lambda_{\rm in}\lambda_{\rm out}=-0.809017-0.587785i$. The decay constant is $\kappa=-\ln(0.480201)/4.5=0.1630$ bohr$^{-1}$ (0.3080 Å$^{-1}$), a decay length of 6.13 bohr.

## Linearization

For larger $N$ one works with a matrix pencil. Put $z=(\phi,\lambda\phi)=(z_1,z_2)$. The definition $z_2=\lambda z_1$ and the equation $-B^\dagger z_1-Az_2=\lambda Bz_2$ together read

$$L_0z=\lambda L_1z,\qquad L_0=\begin{pmatrix}0&I\\-B^\dagger&-A\end{pmatrix},\quad L_1=\begin{pmatrix}I&0\\0&B\end{pmatrix}.$$

In $L_0-\lambda L_1$, add $\lambda$ times the second block column to the first. The upper left block $-\lambda I$ becomes zero and the lower left becomes $-B^\dagger-\lambda(A+\lambda B)=-Q$. Exchanging the block columns costs $(-1)^N$ and leaves a block triangular matrix with diagonal $I$, $-Q$, which gives another $(-1)^N$. Thus $\det(L_0-\lambda L_1)=\det Q(\lambda)$. The QZ algorithm reduces $L_0$ and $L_1$ to triangular form by unitary transformations and returns the diagonal pairs $(\alpha_j,\beta_j)$ with $\lambda_j=\alpha_j/\beta_j$. No inverse is taken: $\alpha=0$ is a root at zero, $\beta=0$ a root at infinity, with multiplicity $2N-\deg\det Q$. This presumes that $\det Q$ does not vanish identically, since otherwise every $\lambda$ is a root.

## The pairing

Because $A=A^\dagger$,

$$Q(\lambda)^\dagger=B+\lambda^*A+\lambda^{*2}B^\dagger=\lambda^{*2}\,Q(1/\lambda^*).$$

Let $p(\lambda)=\det Q=\sum_{j=0}^{2N}a_j\lambda^j$. Since $\det M^\dagger=(\det M)^*$ and the scalar comes out to the power $N$,

$$p(\lambda)^*=\lambda^{*2N}p(1/\lambda^*).$$

With $\nu=\lambda^*$ this is $\sum_ja_j^*\nu^j=\sum_ja_j\nu^{2N-j}$, so $a_j=a_{2N-j}^*$, the pattern found by hand. If the lowest $m$ coefficients vanish, so do the highest $m$: zero and infinity have the same multiplicity. For a finite nonzero root write $p(\lambda)=(\lambda-\lambda_a)^mh(\lambda)$ with $h(\lambda_a)\neq0$. Then

$$p(1/\lambda^*)=(\lambda^*)^{-2N}(\lambda^*-\lambda_a^*)^m\,h(\lambda)^*,$$

which vanishes to order $m$ in $\lambda^*-\lambda_a^*$. The map $\lambda^*\to1/\lambda^*$ is analytic and invertible there, so $1/\lambda_a^*$ is a root of the same multiplicity $m$. In terms of the wave number normal to the layers, $k$ pairs with $k^*$.

A root on the unit circle is its own partner. A simple one cannot leave the circle as $E$ varies along the real axis, because off the circle it needs a distinct partner at the same angle, and no second root is nearby. Roots can leave only where they meet, as at $|x|=2$ in the example. The vectors are related too: if $Q(1/\lambda_a^*)\phi_b=0$ then $Q(\lambda_a)^\dagger\phi_b=0$, so the partner's mode is the left null vector at $\lambda_a$.

For complex energy $z$ the lower block is $H_{01}^\dagger-zS_{01}^\dagger$, whose adjoint is $B(z^*)$, and $A(z)^\dagger=A(z^*)$. The identity becomes $Q_z(\lambda)^\dagger=\lambda^{*2}Q_{z^*}(1/\lambda^*)$: roots at $z$ pair with roots at $z^*$. For real blocks at real $E$ all $a_j$ are real, so $\lambda^*$ and then $1/\lambda$ are roots as well. In the honeycomb, $q\to-q$ conjugates the blocks, and $\lambda^*$ is a root at $-q$.

The pairing has a direct meaning for the bulk Green function $\mathcal G=(ES-H)^{-1}$. In a gap it is Hermitian and translation invariant, so $\mathcal G_{m-n,m}=\mathcal G_{m,m+n}=\mathcal G_{m+n,m}^\dagger$. For $r=1$ the column, outside the source layer, follows $\lambda_{\rm in}^n$ to the right and $\lambda_{\rm out}^{-n}$ to the left, so $1/\lambda_{\rm out}=\lambda_{\rm in}^*$. Direct inversion of an 81-layer chain gives, for the $aa$ element, the ratio $-0.148390+0.456699i$ per layer to the right and $-0.148390-0.456699i$ to the left.

## Counting the roots at zero

Write the singular value decomposition $B=U\Sigma V^\dagger$, with $\Sigma$ the $r\times r$ diagonal matrix of nonzero singular values, and complete $U,V$ by $U_\perp,V_\perp$ to unitary matrices. Multiplying $Q$ by $[V\,V_\perp]^\dagger$ on the left and $[U\,U_\perp]$ on the right changes $\det Q$ by a constant phase and turns $B^\dagger=V\Sigma U^\dagger$ into ${\rm diag}(\Sigma,0)$. Each of the last $N-r$ rows then has a factor $\lambda$; taking these out,

$$|\det Q|=|\lambda|^{N-r}\left|\det\begin{pmatrix}\Sigma+O(\lambda)&O(\lambda)\\V_\perp^\dagger AU+O(\lambda)&V_\perp^\dagger AU_\perp+O(\lambda)\end{pmatrix}\right|.$$

At $\lambda=0$ the matrix is block triangular, so $a_j=0$ for $j<N-r$ and $|a_{N-r}|=\det\Sigma\,|\det V_\perp^\dagger AU_\perp|$. At least $N-r$ roots lie at zero and as many at infinity, with equality if and only if $V_\perp^\dagger AU_\perp$ is invertible. A zero root with $B^\dagger\phi=0$ is an amplitude that does not act on the next layer. In the honeycomb $U$ and $V_\perp$ are site $b$, $V$ and $U_\perp$ are site $a$, so $V_\perp^\dagger AU_\perp=\tau f^*$ and $|a_1|=\tau^2|f|$, as found by hand.

At $q=\pi$, $f=0$ and the lattice falls into dimers joining $b_n$ to $a_{n+1}$. Then $\det Q=\lambda^2(E^2-\Delta^2-\tau^2)$: two roots at zero, two at infinity, but $B^\dagger$ has nullity 1, so the zero root is a Jordan block of size two. A rounding error $\delta$ can split such a block, since $\det\begin{pmatrix}-\lambda&1\\ \delta&-\lambda\end{pmatrix}=\lambda^2-\delta$ has roots of size $\sqrt{|\delta|}$, and the threshold that classifies roots as zero must allow for this. At the dimer level $E^2-\Delta^2=\tau^2$, that is $0.99E^2-0.02E-0.0125=0$ with positive root $E=0.122921$ Ha, $\det Q$ vanishes for all $\lambda$: the band is flat and every $\lambda$ is a root.

## A pencil of size $2r$

Layer $n$ sees its neighbours through $Bc_{n+1}=U\Sigma\alpha_{n+1}$ and $B^\dagger c_{n-1}=V\Sigma\beta_{n-1}$, where $\alpha_n=V^\dagger c_n$ and $\beta_n=U^\dagger c_n$ now denote $r$-component vectors. Solving for $c_n$ with $A^{-1}$ would fail where $\det A=0$. Instead choose $\lambda_0$ with $|\lambda_0|=1$, then add and subtract $\lambda_0Bc_n+B^\dagger c_n/\lambda_0$:

$$P(\lambda_0)c_n+B(c_{n+1}-\lambda_0c_n)+B^\dagger(c_{n-1}-c_n/\lambda_0)=0 .$$

$P(\lambda_0)$ is invertible unless $\lambda_0$ is a root, and a nonzero polynomial has finitely many roots. With $G=-P(\lambda_0)^{-1}$,

$$c_n=G\left[U\Sigma(\alpha_{n+1}-\lambda_0\alpha_n)+V\Sigma(\beta_{n-1}-\beta_n/\lambda_0)\right].$$

Apply $V^\dagger$, then $U^\dagger$, write $G_{XY}=X^\dagger GY$, and collect $\Phi_n=(\alpha_n,\beta_{n-1})$ on the left and $\Phi_{n+1}=(\alpha_{n+1},\beta_n)$ on the right:

$$(I+\lambda_0G_{VU}\Sigma)\alpha_n-G_{VV}\Sigma\beta_{n-1}=G_{VU}\Sigma\alpha_{n+1}-G_{VV}\Sigma\beta_n/\lambda_0,$$

$$\lambda_0G_{UU}\Sigma\alpha_n-G_{UV}\Sigma\beta_{n-1}=G_{UU}\Sigma\alpha_{n+1}-(I+G_{UV}\Sigma/\lambda_0)\beta_n .$$

This is $K_0\Phi_n=K_1\Phi_{n+1}$ with

$$K_0=\begin{pmatrix}I+\lambda_0G_{VU}\Sigma&-G_{VV}\Sigma\\ \lambda_0G_{UU}\Sigma&-G_{UV}\Sigma\end{pmatrix},\quad K_1=\begin{pmatrix}G_{VU}\Sigma&-G_{VV}\Sigma/\lambda_0\\G_{UU}\Sigma&-I-G_{UV}\Sigma/\lambda_0\end{pmatrix}.$$

A mode obeys $K_0y=\lambda K_1y$, $y=(y_1,y_2)$, and the formula for $c_n$ with $\alpha_{n+1}=\lambda y_1$, $\beta_n=\lambda y_2$ returns $\phi=G[(\lambda-\lambda_0)U\Sigma y_1+(1-\lambda/\lambda_0)V\Sigma y_2]$.

A determinant shows which roots survive. Let $W=[U\,V]$, $Z=[V\,U]$ and $\Gamma={\rm diag}\big((\lambda-\lambda_0)\Sigma,(1/\lambda-1/\lambda_0)\Sigma\big)$. Then $P(\lambda)=P(\lambda_0)+W\Gamma Z^\dagger=P(\lambda_0)(I-GW\Gamma Z^\dagger)$. Sylvester's identity $\det(I-XY)=\det(I-YX)$ replaces the last factor by the $2r\times2r$ matrix $I-Z^\dagger GW\Gamma$, where $Z^\dagger GW$ has blocks $G_{VU},G_{VV}$ above and $G_{UU},G_{UV}$ below. Its first block column, $I-(\lambda-\lambda_0)G_{VU}\Sigma$ over $-(\lambda-\lambda_0)G_{UU}\Sigma$, is that of $K_0-\lambda K_1$. Its second block column times $\lambda$ is $-(1-\lambda/\lambda_0)G_{VV}\Sigma$ over $\lambda I-(1-\lambda/\lambda_0)G_{UV}\Sigma$, the second column of $K_0-\lambda K_1$. That multiplication costs $\lambda^r$, and $\det Q=\lambda^N\det P$, so

$$\det Q(\lambda)=\lambda^{N-r}\det P(\lambda_0)\,\det(K_0-\lambda K_1).$$

The small pencil drops $N-r$ roots at zero and, by the count of degrees, $N-r$ at infinity, and keeps the rest with multiplicity. At $q=\pi$ its determinant is proportional to $\lambda$: one simple zero and one simple infinite root.

At $E=0.02$ Ha, the best of 16 trial phases has $\arg\lambda_0=-1.078097$ and $\det P(\lambda_0)=-0.0291336$ Ha$^2$. The diagonal of $P(\lambda_0)$ is $(0.03,-0.07)$ Ha and $\Sigma=0.102$ Ha. Inverting the $2\times2$ matrix gives $G_{VV}=G_{aa}=0.07/\det P(\lambda_0)$, so the upper right element of $K_0$ is $0.07\times0.102/0.0291336=0.245078$. From the elements in the numerical output,

$$\det K_0=(0.425687-0.039196i)(0.237119-0.524544i)-0.245078\,(0.049681-0.092541i),$$

which is $0.06820-0.20991i$, and $\det K_1$ is its conjugate. This agrees with the hand result $-\tau^2f^*/\det P(\lambda_0)$, and the product of the roots is $\det K_0/\det K_1=f^*/f=e^{-iq}$. At $E=0.083575$ Ha, where $E^2-\Delta^2=\tau^2|f|^2$, $A$ is singular to rounding error ($6.6\times10^{-19}$ Ha), $w=-1$ and $x=-1/|f|=-1.618034$. The pencil still returns the closed-form Bloch roots $0.309017+0.951057i$ and $-0.809017+0.587785i$.

The modes now follow from a pencil of size $2r$ that needs neither $B^{-1}$ nor $A^{-1}$, and their roots pair as $\lambda$ and $1/\lambda^*$. It remains to decide which Bloch waves a surface may use, to build the surface Green function, and to treat nearly singular coupling.

All numerical values are calculated from the stated model.
